# Why Fokker-Planck truncation misjudges rare switching in a bistable birth-death chain

**The argument under review**

The neck of a conducting filament in an oxide resistive memory cell is modelled as \(N=60\) sites, each filled by an oxygen vacancy or empty. Filled sites attract, so the neck has two long-lived states, nearly empty and nearly full. The question is how long an emptied neck survives at 85 °C before it refills by itself. The argument runs as follows.

"One event changes the filled fraction \(x=n/N\) by only \(1/N\). We may therefore expand the master equation to second order in \(1/N\). The resulting Fokker-Planck equation has the correct drift and the correct variance of the jumps. The terms left out carry further powers of \(1/N\), so the escape time has a relative error of order \(1/N\). It comes out at 2.1 years, and the cell fails a ten-year requirement."

The expansion is carried out correctly, and the first three sentences can stand. The point to examine is whether small omitted terms in the equation imply a small relative error in an escape time.

**The chain and its assumptions**

Let \(n\) change by one at a time, with rates

\[
W_+(n)=N w_+(x),\qquad W_-(n)=N w_-(x),
\]

where \(w_\pm\) are smooth functions independent of \(N\). The drift \(w_+-w_-\) vanishes at a stable point \(a\), an unstable point \(b\) and a stable point \(c\), with \(a<b<c\). Between \(a\) and \(b\) the drift points back to \(a\), so \(w_->w_+\) there. The lower end reflects: \(W_-(0)=0\).

For the neck, let \(J\) be the mean-field attraction, \(K=J/k_BT\), and \(k\) the hop rate of a site. Then

\[
w_+=k(1-x)e^{-K(1/2-x)/2},\qquad w_-=k\,x\,e^{K(1/2-x)/2}.
\]

These rates respect thermodynamics at finite \(N\). Their ratio across one step is

\[
\frac{W_+(n-1)}{W_-(n)}=\frac{N-n+1}{n}\exp\!\left[-K\left(\frac12-\frac{n-1/2}{N}\right)\right].
\]

The first factor is the ratio of the binomial coefficients for \(n\) and \(n-1\) filled sites. The second is \(e^{-[E(n)-E(n-1)]/k_BT}\) for \(E(n)=Jn/2-Jn^2/(2N)\). The stationary law is therefore the Gibbs law with energy \(E(n)\). The site energy \(J/2\) makes the empty and full states equivalent.

**Escape time of the chain**

Let \(\tau_n\) be the mean time to reach \(n_c\approx Nc\) from \(n\). Averaging over the first event gives

\[
W_+(n)(\tau_{n+1}-\tau_n)+W_-(n)(\tau_{n-1}-\tau_n)=-1 .
\]

With \(d_n=\tau_n-\tau_{n+1}\) this reads \(W_+(n)d_n=1+W_-(n)d_{n-1}\). Multiply by weights \(\pi_n\) that satisfy \(W_-(n)\pi_n=W_+(n-1)\pi_{n-1}\). The quantity \(g_n=W_+(n)\pi_nd_n\) then obeys \(g_n=\pi_n+g_{n-1}\), with \(g_0=\pi_0\). Hence \(g_n=\sum_{j\le n}\pi_j\), and summing \(d_m\) from the start \(n_a\approx Na\) gives

\[
T=\sum_{m=n_a}^{n_c-1}\frac{1}{W_+(m)\pi_m}\sum_{j=0}^{m}\pi_j .
\]

No approximation has been made so far. For large \(N\) we need \(\pi_n\). Its recursion gives

\[
\ln\frac{\pi_n}{\pi_{n_a}}=\sum_{i=n_a+1}^{n}\left[\ln w_+\!\left(\tfrac{i-1}{N}\right)-\ln w_-\!\left(\tfrac iN\right)\right].
\]

Shifting the index in the first term adds \(\ln w_+(a)-\ln w_+(x)\) and leaves a sum of \(-S'(i/N)\), where

\[
S'(x)=\ln\frac{w_-(x)}{w_+(x)} .
\]

By the trapezoidal rule this sum is \(-N[S(x)-S(a)]-\tfrac12[S'(x)-S'(a)]\), up to terms of order \(1/N\). The terms at \(x\) outside the integral combine to

\[
-\tfrac12(\ln w_--\ln w_+)-\ln w_+=-\tfrac12\ln(w_+w_-),
\]

and those at \(a\) combine to \(\ln w(a)\), where \(w(a)=w_+(a)=w_-(a)\). Thus

\[
\frac{\pi_n}{\pi_{n_a}}\simeq\frac{w(a)}{\sqrt{w_+w_-}}\,e^{-N[S(x)-S(a)]} .
\]

The sum over \(j\) is dominated by the well at \(a\), and the sum over \(m\) by the barrier at \(b\), where \(1/\pi_m\) peaks. Beyond \(b\), \(S\) falls towards \(c\), so weights that lie beyond \(b\) add no exponentially large term. The two Gaussian sums are

\[
\sum_j\pi_j\simeq\pi_{n_a}\sqrt{\frac{2\pi N}{S''(a)}},\qquad
\sum_m\frac1{W_+\pi_m}\simeq\frac{1}{Nw(b)\pi_{n_b}}\sqrt{\frac{2\pi N}{|S''(b)|}} .
\]

In the product the factors of \(N\) cancel. Since \(\pi_{n_a}/\pi_{n_b}=[w(b)/w(a)]e^{N\Delta S}\), the rate \(w(b)\) cancels too:

\[
T\simeq\frac{2\pi}{w(a)\sqrt{S''(a)|S''(b)|}}\,e^{N\Delta S},\qquad \Delta S=S(b)-S(a).
\]

For the neck, integrating \(S'=\ln[x/(1-x)]+K(1/2-x)\) gives

\[
S=x\ln x+(1-x)\ln(1-x)+\tfrac K2x(1-x),
\]

the mean-field free energy per site over \(k_BT\). To leading order the exponent is the Arrhenius exponent of the free-energy barrier.

**Escape time after truncation**

The argument expands the gain terms of the master equation. With \(P\) the probability density in \(x\),

\[
\partial_tP=N\left\{[w_+P](x-\tfrac1N)-w_+P+[w_-P](x+\tfrac1N)-w_-P\right\}
\]

becomes, to second order,

\[
\partial_tP=-\partial_x[(w_+-w_-)P]+\frac1{2N}\partial_x^2[(w_++w_-)P].
\]

The drift is \(A=w_+-w_-\) and the diffusivity is \(D=(w_++w_-)/(2N)\). The mean escape time obeys \(AT'+DT''=-1\). Define

\[
\phi'=-\frac{A}{ND}=\frac{2(w_--w_+)}{w_-+w_+}.
\]

Dividing by \(D\) and multiplying by \(e^{-N\phi}\) gives \((e^{-N\phi}T')'=-e^{-N\phi}/D\). Reflection at zero means \(T'(0)=0\), so two integrations yield

\[
T_{\rm FP}=\int_a^c dx\,e^{N\phi(x)}\int_0^x dy\,\frac{e^{-N\phi(y)}}{D(y)} .
\]

The Gaussian integrals at \(a\) and \(b\) give \(2\pi/[N\sqrt{\phi''(a)|\phi''(b)|}]\), and \(1/D(a)=N/w(a)\). The exponential is \(e^{N\Delta\phi}\), with \(\Delta\phi=\phi(b)-\phi(a)\).

To compare the two results, put \(w_-/w_+=e^{S'}\) into \(\phi'\):

\[
\phi'=2\,\frac{e^{S'}-1}{e^{S'}+1}=2\tanh\frac{S'}2 .
\]

Differentiation gives \(\phi''=S''/\cosh^2(S'/2)\). At a fixed point \(S'=0\), so \(\phi''=S''\), and the prefactors agree. The exponents do not. The function \(y-\tanh y\) vanishes at \(y=0\) and has derivative \(\tanh^2y\), so it is positive for \(y>0\). Since \(S'>0\) between \(a\) and \(b\), \(\Delta\phi<\Delta S\), and

\[
\frac{T}{T_{\rm FP}}\simeq e^{N(\Delta S-\Delta\phi)} .
\]

Under the stated assumptions the truncation makes escape exponentially too fast. If the rates had corrections of relative order \(1/N\), they would shift \(S'\) by some \(\delta/N\) and \(\phi'\) by \(\delta/[N\cosh^2(S'/2)]\). The prefactors could then differ by a constant, but the exponents would stay as they are.

**Where the power counting fails**

The count of powers of \(1/N\) assumes that derivatives of \(P\) are of order one. In the tail, \(P\sim e^{-NS}\), and each derivative brings down a factor \(-NS'\). The term with \(r\) derivatives carries \(N\cdot N^{-r}/r!\), so it is of order \(N(S')^r/r!\) for every \(r\). The omitted terms are as large in powers of \(N\) as those kept.

Without truncation, a shift by \(1/N\) multiplies the exponential by \(e^{\pm p}\), where \(p=S'\). The leading stationary equation is

\[
w_+(e^p-1)+w_-(e^{-p}-1)=(e^p-1)(w_+-w_-e^{-p})=0 .
\]

Its nonzero root is \(p=\ln(w_-/w_+)\). Truncation replaces the left side by \(p(w_+-w_-)+\tfrac12p^2(w_++w_-)\), whose nonzero root is \(\phi'\).

Within the well, typical deviations are of order \(N^{-1/2}\). There \(p\) is equally small, and dropping \(p^3\) is justified. Both descriptions give the variance \(1/[NS''(a)]\) to leading order. For the neck at \(N=8000\), the variances computed from the chain and from the truncated equation are both 1.0008 times this value. Agreement on ordinary noise is therefore no evidence for agreement on escape.

The sign of the error depends on unit steps. For jumps of several sizes let \(m_r\) be the sum of rate times (jump size)\(^r\). For small \(p\), \(m_1+\tfrac12m_2p+\tfrac16m_3p^2\simeq0\), so the truncated root is

\[
\phi'=-\frac{2m_1}{m_2}\simeq p+\frac{m_3}{3m_2}p^2 .
\]

A positive \(m_3\) then makes the truncated barrier too high for an upward escape. With unit steps \(m_3=m_1\), which is itself small and negative on the way up; the error then starts at order \(p^3\), as follows.

**Two limits**

Expanding the hyperbolic tangent gives \(S'-\phi'\simeq(S')^3/12\). The neck becomes bistable at \(K=4\). Put \(\kappa=K-4\) and \(z=x-1/2\). For small \(\kappa\),

\[
S'=4z+\tfrac{16}3z^3-Kz+\dots\simeq-\kappa z+\tfrac{16}3z^3 ,
\]

so the wells lie at \(z_a^2=3\kappa/16\). Integrating from the lower well to \(z=0\),

\[
\Delta S\simeq\frac{\kappa z_a^2}2-\frac43z_a^4=\frac{3\kappa^2}{32}-\frac{3\kappa^2}{64}=\frac{3\kappa^2}{64}.
\]

For the error write \(z=-|z_a|t\), which gives \(S'=\kappa|z_a|t(1-t^2)\). Then

\[
\Delta S-\Delta\phi\simeq\frac{\kappa^3z_a^4}{12}\int_0^1t^3(1-t^2)^3dt=\frac{\kappa^3}{12}\cdot\frac{9\kappa^2}{256}\cdot\frac1{40}=\frac{3\kappa^5}{40960}.
\]

The relative error of the exponent is \(\kappa^3/640\). At \(\kappa=0.02\) this is \(1.25\times10^{-8}\), and direct integration gives \(1.246\times10^{-8}\).

A small relative error of the exponent is not enough, because the time is off by the factor \(e^{N(\Delta S-\Delta\phi)}\). The truncation gives a good time if \(N\kappa^5\ll 40960/3\), while a high barrier needs \(N\kappa^2\gg64/3\). Near onset both conditions can hold. If \(\kappa\) is reduced as \(N\) grows so that \(N\Delta S\) stays fixed, then \(\kappa\propto N^{-1/2}\), and the error of \(\ln T\) falls as \(N^{-3/2}\). If \(\kappa\) is held fixed, that error grows as \(N\).

Strong coupling is the opposite case. Take \(N\) large first, at fixed \(K\), and then let \(K\) grow. The lower well moves to \(a\to0\), where \(S(a)\to0\), so \(\Delta S\to K/8-\ln2\) grows without bound. But \(\tanh<1\) gives \(\phi'<2\), and the path has length below \(1/2\), so \(\Delta\phi<1\). The common prefactor adds no exponential growth in \(K\): with \(a\simeq e^{-K/2}\), \(w(a)\simeq k\,e^{-K/4}\) and \(S''(a)\simeq e^{K/2}\), so it tends to \(2\pi/(k\sqrt{K-4})\). In this order of limits, the truncated model thus loses the Arrhenius growth due to the collective barrier and keeps only that of the hop rate. A neck of fixed \(N\) leaves this regime on cooling, because \(a\) falls roughly as \(e^{-K/2}\) and \(Na\) does not stay large.

**The numbers for the neck**

At \(T=358.15\) K, \(k_BT=0.03086\) eV. With \(J=0.27\) eV, \(K=8.748\). A hop barrier of 0.75 eV and an attempt frequency of \(10^{13}\) Hz give

\[
k=10^{13}\,e^{-0.75/0.03086}\ \mathrm{s^{-1}}\approx279\ \mathrm{s^{-1}} .
\]

The lower well is at \(a=0.01405\), and by symmetry \(b=1/2\). On the path \(S'\) rises to 1.336, where \(\phi'=1.167\), so \(p\) is not small. The exponents per site are \(\Delta S=0.4137\) and \(\Delta\phi=0.3778\). Their difference is 0.0359; the cubic estimate gives 0.0410, too large by about 14%.

With \(w(a)=0.1177k\), \(S''(a)=63.46\) and \(|S''(b)|=4.748\), the common prefactor is

\[
\frac{2\pi}{0.1177\sqrt{63.46\times4.748}}\,\frac1k\approx\frac{3.08}k .
\]

For \(N=60\), \(N\Delta S=24.82\) and \(N\Delta\phi=22.67\). The asymptotic times are \(6.6\times10^8\) s for the chain and \(7.7\times10^7\) s for the truncation. The full sum and the full double integral, taken from \(n=1\) to \(n=59\), give

\[
T=6.76\times10^8\ \mathrm s=21.4\ \text{years},\qquad
T_{\rm FP}=6.66\times10^7\ \mathrm s=2.1\ \text{years}.
\]

The value quoted in the argument is thus a correct solution of the truncated equation with a reflecting wall at \(x=0\). Because the well lies against this edge, the value depends on that choice: a wall at \(x=-1/(2N)\) gives 2.5 years and a ratio of 8.5 instead of 10.2. The chain which that equation was meant to represent lasts ten times longer and, within this model, meets the ten-year requirement.

The ratio at \(N=60\) is 10.2, while the asymptotic law gives 8.6. A large-\(N\) formula cannot be expected to be sharp here, since the bottom of the well lies at only \(Na=0.84\) filled sites, against the edge \(n=0\). At fixed \(K\) the two values come together for larger \(N\) and agree to within 0.2% at \(N=400\) and 800:

| \(N\) | \(T/T_{\rm FP}\) | \(e^{N(\Delta S-\Delta\phi)}\) |
|---:|---:|---:|
| 60 | 10.2 | 8.62 |
| 100 | 39.5 | 36.2 |
| 200 | 1339 | 1314 |
| 400 | \(1.724\times10^6\) | \(1.726\times10^6\) |
| 800 | \(2.975\times10^{12}\) | \(2.980\times10^{12}\) |

Between \(N=400\) and 800, \(\ln T\) grows by 0.41367 per site for the chain and by 0.37777 for the truncation, in agreement with the two exponents. A larger system makes the truncation worse for this purpose, contrary to the argument.

The result does not rest on the symmetry of the neck. A chain with \(w_+=0.1+3x^4/(1+x^4)\) and \(w_-=x\) has \(a=0.100\) and \(b=0.711\). Its predicted exponents are 0.3365 and 0.3227. The computed growth of \(\ln T\) per unit of \(N\), from \(N=200\) to 400, is 0.3364 for the chain and 0.3227 for the truncation.

**A diffusion with the right escape time**

If a diffusion equation is wanted for this one purpose, keep the drift and choose the diffusivity so that \(-A/(ND_*)=S'\):

\[
D_*=\frac{w_+-w_-}{N\ln(w_+/w_-)} .
\]

At a fixed point the limit is \(D_*=w/N\), the same as before. Exponent and prefactor are then both those of the chain. For the neck at \(N=60\) this gives 19.1 years, 11% below the chain; the growth of \(\ln T\) from \(N=400\) to 800 is again 0.41367 per site.

The price is wrong local noise. Dividing \(D_*\) by the standard \(D\) gives \(2\tanh(S'/2)/S'\), which is below one away from the fixed points. At the steepest point of the path it is 0.874, so the variance gained per unit time is 13% too small there. The equation is a device for escape times in one variable, and does not replace the chain for other questions.

**What the result says about a real cell**

The hop barrier and attempt frequency are round values of a plausible size for vacancy motion in oxides, where barriers range roughly from a few tenths of an eV to above 1 eV. The attraction \(J\) is a chosen model parameter. One assumption that fails in a real neck is mean-field attraction, in which every pair of vacancies attracts equally at any distance. Consider instead an open block of \(3\times4\times5\) sites with 133 nearest-neighbour bonds, and keep the energy of the full block fixed. Each bond is then worth \(0.27\times60/(2\times133)=0.061\) eV. The free-energy barrier, as a function of \(n\), drops from \(26.3\,k_BT\) to \(5.9\,k_BT\). (The first value exceeds \(N\Delta S\) mainly because the weights \(\pi_n\) contain \(1/\sqrt{w_+w_-}\).) With the kinetic prefactor held fixed, the time falls by a factor \(1.3\times10^{-9}\), from 21 years to about one second. This fixes only the order of magnitude, since the prefactor changes as well: with single-site rates \(k\,e^{-\Delta E/2k_BT}\) the block refills in about 4 s.

Clustering lowers the energy strongly. Eight vacancies in a \(2\times2\times2\) cube have 12 bonds and cost \(8\times0.135-12\times0.061\approx0.35\) eV. In mean field, eight vacancies cost \(8\times0.135-0.27\times64/120\approx0.94\) eV wherever they sit. Energy alone does not give the barrier, because the cube has only 24 positions. With entropy included, the cubes alone have a free energy of \(8.1\,k_BT\), close to the mean-field \(8.7\,k_BT\), and they carry about 3% of the weight at \(n=8\). The block's \(4.6\,k_BT\) at \(n=8\) comes from clustered arrangements of many shapes taken together, and its barrier top lies at \(n=16\). The 21 years are therefore a property of the model and no forecast for a device. The factor of ten between the two descriptions is not transferable either, since it depends on the shape of the barrier.

Other neglected effects are also large. Two bare doubly charged vacancies 0.3 nm apart, in a medium of relative permittivity 25, repel by 0.77 eV, far more than one bond provides; the model presupposes neutral or well-screened vacancies. Lowering the energy of a filled site by 5 meV multiplies the chain's retention time by 0.011. Warming by 10 K, at fixed \(J\) and hop barrier, multiplies it by 0.10. Raising the hop barrier by 0.05 eV lengthens both times fivefold and leaves their ratio unchanged. Tunnelling matters little: if the barrier top has the same frequency as the well, the leading correction raises the hop rate by 7%, and the crossover temperature is 76 K.

**Recommendation**

The rejection of the cell should be withdrawn, since it rests on the truncated exponent, but the chain's 21 years should not be used to accept it. The retention time should be recomputed from the nested sum, which for 60 sites is less work than the diffusion equation, with rates that include short-range attraction. If clusters control the escape, \(n\) alone may not suffice as a variable. The Fokker-Planck equation may be kept for noise within a well, and for escape where both \(N(\Delta S-\Delta\phi)\ll1\) and \(Na\gg1\) hold. The first condition makes the error of the exponent harmless; the second keeps the well away from the edge \(n=0\), where the common prefactor is no longer reliable. The values used here are listed in the numerical output below.

## Numbers as computed

```
sites N = 60; temperature = 358.15 K; kB T = 0.03086 eV
attraction J = 0.27 eV; K = J/(kB T) = 8.7483
hop barrier = 0.75 eV; attempt frequency = 1.0e+13 Hz
hop rate k = 279.40 1/s
low stable point a = 0.01405; N a = 0.843 sites
steepest point x = 0.1316; S' there = 1.3360
Phi' at steepest point = 1.1673
repaired/standard diffusivity there = 0.8737
chain exponent dS = 0.41368 per site
truncated exponent dPhi = 0.37777 per site
difference dS - dPhi = 0.03590 per site
cubic estimate of difference = 0.04097 per site
N dS = 24.821; N dPhi = 22.666
barrier N dS kB T = 0.7660 eV
S''(a) = 63.462; |S''(b)| = 4.748
w(a)/k = 0.11768; common prefactor = 3.0758 /k
asymptotic chain time, N=60: 6.625e+08 s
asymptotic truncated time, N=60: 7.685e+07 s
chain retention = 6.763e+08 s = 21.431 years
truncated retention = 6.657e+07 s = 2.110 years
repaired retention = 6.040e+08 s = 19.140 years
chain/truncated time, N=60 = 10.159
N, k*T chain, k*T truncated, ratio, exp[N(dS-dPhi)]:
    60 1.8896e+11 1.8600e+10 1.0159e+01 8.6211e+00
   100 2.8780e+18 7.2894e+16 3.9483e+01 3.6247e+01
   200 2.6439e+36 1.9742e+33 1.3392e+03 1.3138e+03
   400 2.2519e+72 1.3060e+66 1.7243e+06 1.7262e+06
   800 1.6412e+144 5.5177e+131 2.9745e+12 2.9797e+12
growth per site, N=400 to 800: chain 0.41367, truncated 0.37777, repaired 0.41367
well variance / Gaussian value, N=8000: chain 1.0008, truncated 1.0008
relative exponent error at K=4.02: 1.246e-08; at K=4.01: 1.560e-09
feedback chain: a = 0.1003, b = 0.7112
feedback chain exponents: dS = 0.33645, dPhi = 0.32269
feedback growth, N=200 to 400: chain 0.33644, truncated 0.32268
short-range bond energy = 0.0609 eV; bonds = 133
finite-N barrier, mean field = 26.301 kB T = 0.8117 eV
finite-N barrier, short range = 5.852 kB T = 0.1806 eV
Boltzmann factor of barrier change (short/mean) = 1.316e-09
bare repulsion of two +2e vacancies = 0.768 eV (eps_r = 25, 0.3 nm)
retention factor for 5 meV filling tilt = 1.081e-02
retention factor for +10 K = 0.0999
time factor for +0.05 eV hop barrier = 5.053
Wigner tunnelling factor on hop rate = 1.0748; crossover = 76.4 K
```
